# Correlated Defect Generation and the Weibull Slope of Gate-Stack Breakdown

## What the slope can depend on

Divide a gate dielectric into cubic cells, \(n\) layers thick, with \(N_{\rm col}\) columns and \(N=nN_{\rm col}\) cells. Stress turns an intact cell into a permanent defect at the rate

\[
r=k_0(1+gm),\qquad g\ge 0,
\]

where \(m\) is the number of defective cells sharing a face with it. Breakdown is the first face-connected chain of defects joining the electrodes. The gate is periodic in its plane.

The model contains one quantity with the dimension of time, \(1/k_0\). The failed fraction \(F\) can therefore depend on time only through \(\tau=k_0t\), at given \(g\), \(n\) and \(N_{\rm col}\). Define the cumulative hazard and the local Weibull slope:

\[
H=-\ln(1-F),\qquad \beta_{\rm loc}=\frac{d\ln H}{d\ln t}=\frac{d\ln H}{d\ln\tau}.
\]

Changing \(k_0\) shifts a Weibull plot sideways without changing its slope at a given \(F\). Acceleration that changes only \(k_0\) thus cannot alter the slope. If \(g\) comes from a barrier lowering, as below, a change of temperature also changes \(g\) and so is not of this kind. Correlation can alter the slope, because \(g\) is dimensionless, but the answer may also depend on area, thickness and percentile.

## Two cells by hand

Take one column of two cells. With no defect, either cell can fail, so the total rate is 2 in units of \(k_0\). With one defect, the survivor fails at rate \(1+g\). The probabilities of zero and one defect obey

\[
P_0'=-2P_0,\qquad P_1'=2P_0-(1+g)P_1 .
\]

Starting from an intact column,

\[
P_0=e^{-2\tau},\qquad
P_1=\frac{2}{g-1}\left[e^{-2\tau}-e^{-(1+g)\tau}\right],
\]

with the limit understood at \(g=1\). Survival is \(P_0+P_1\):

\[
1-F=\frac{(g+1)e^{-2\tau}-2e^{-(1+g)\tau}}{g-1}.
\]

At \(g=0\) this is \(2e^{-\tau}-e^{-2\tau}\), so \(F=(1-e^{-\tau})^2\), as required for two independent cells.

For early times, expand \(P_1=2\tau-(3+g)\tau^2+\dots\) and integrate \(F'=(1+g)P_1\):

\[
F=(1+g)\tau^2\left[1-\frac{3+g}{3}\tau+\dots\right],\qquad
\beta_{\rm loc}=2-\frac{3+g}{3}\tau+\dots
\]

The difference between \(H\) and \(F\) is of order \(\tau^4\) and does not affect these terms. Correlation multiplies the early failures by \(1+g\), but the limiting slope remains 2. As \(g\to\infty\) at fixed \(\tau>0\), survival becomes \(e^{-2\tau}\) and the slope becomes 1: the second defect follows the first at once.

The same column shows how to simulate a lifetime. Give each cell a threshold \(E_i\) drawn from the unit exponential distribution, and let it fail when its integrated rate reaches \(E_i\). Suppose \(E_1=0.3\), \(E_2=0.8\) and \(g=3\). Cell 1 fails at \(\tau=0.3\). Cell 2 still has \(0.8-0.3=0.5\) to accumulate, now at rate 4, so it fails at

\[
0.3+0.5/4=0.425 .
\]

Without enhancement it would have failed at 0.8.

## The general simulation

If cell \(j\) was due at \(\tau_j\) when its rate changes at \(\tau\), its remaining integrated rate is \(r_{\rm old}(\tau_j-\tau)\). Equating this to \(r_{\rm new}(\tau_j'-\tau)\) gives

\[
\tau_j'=\tau+(\tau_j-\tau)\frac{r_{\rm old}}{r_{\rm new}} .
\]

This gives an exact kinetic Monte Carlo method, with no time step:

1. Draw all thresholds and put the initial due times \(\tau_i=E_i\) in a priority queue.
2. Remove the earliest entry. If its cell has already failed, discard the entry; otherwise mark the cell defective.
3. Merge the cell's cluster with those of its defective face neighbours. Treat each electrode as a node joined to its adjacent layer.
4. If both electrodes belong to one cluster, record the lifetime and stop.
5. Otherwise update the due times of intact neighbours, insert the new entries, and return to step 2.

Old queue entries do no harm: rates never fall, so a cell's newest entry is its earliest.

Run each device twice with the same thresholds, once with \(g=0\). The random cell fails at \(\tau=E_i\). In the correlated run the integrated rate is at least \(\tau\), so the same cell fails no later. The correlated defect set therefore contains the random one at every time, and that device breaks down no later than its twin. This ordering held for all 1600 pairs of the example below.

To measure one slope from lifetimes \(t_i\), fit \(F=1-e^{-(t/\eta)^\beta}\) by maximum likelihood. For \(M\) devices,

\[
\ln L=M\ln\beta-M\beta\ln\eta+(\beta-1)\sum_i\ln t_i-\sum_i(t_i/\eta)^\beta .
\]

The derivative with respect to \(\eta\) vanishes when \(\sum_i(t_i/\eta)^\beta=M\). Using this in the derivative with respect to \(\beta\) cancels the terms in \(\ln\eta\), leaving

\[
\frac1\beta=\frac{\sum_i t_i^\beta\ln t_i}{\sum_i t_i^\beta}-\frac1M\sum_i\ln t_i .
\]

When the Weibull plot is curved, this single value lies among the local slopes and leans to the upper percentiles: for random generation on the small gate treated below it is 2.33, the local slope near \(F=0.63\), while the local slope at \(F=0.01\) is 3.8. Resampling devices in pairs gives the standard error of the ratio \(\beta_{\rm corr}/\beta_{\rm rand}\).

## The early tail for any thickness

A face-connected path across \(n\) layers needs at least \(n\) defects. With exactly \(n\), it has one cell per layer and must be a straight column. Other paths contribute at order \(\tau^{n+1}\) or higher.

For one filling order with successive rates \(r_1,\dots,r_n\), the leading probability is \(r_1\cdots r_n\,\tau^n/n!\), since \(\tau^n/n!\) is the volume of ordered failure times. Let \(S_n\) be the sum of the rate products over all orders, and \(C_n=S_n/n!\). Then

\[
H\simeq N_{\rm col}C_n(g)\tau^n,\qquad F\to0 .
\]

To find \(C_n\), let \(j\) be the last cell filled. Until then it separates the column into parts of \(j-1\) and \(n-j\) cells that do not affect each other. Their orders interleave in \(\binom{n-1}{j-1}\) ways:

\[
S_n=\sum_{j=1}^n\binom{n-1}{j-1}w_jS_{j-1}S_{n-j}.
\]

Here \(w_j=1+g\times\)(number of neighbours of \(j\) in the column). Division by \((n-1)!\) gives

\[
nC_n=\sum_{j=1}^n w_jC_{j-1}C_{n-j},\qquad C_0=1 .
\]

Let \(G(x)=\sum_{n\ge0}C_nx^n\). The 1 in \(w_j\) produces \(G^2\). Each neighbour term requires one nonempty part and produces \(gG(G-1)\). Hence

\[
G'=G^2+2gG(G-1)=(1+2g)G^2-2gG .
\]

With \(u=1/G\), this becomes \(u'=2gu-(1+2g)\). Using \(u(0)=1\),

\[
u=\frac{1+2g-e^{2gx}}{2g},\qquad
G=\frac{2g}{1+2g-e^{2gx}} .
\]

For \(g\to0\), \(G\to1/(1-x)\) and every \(C_n\) is 1. The recursion gives \(C_1=1\), \(C_2=1+g\), \(C_3=1+2g+2g^2/3\), and then

\[
4C_4=2(1+g)C_3+2(1+2g)C_2,
\qquad C_4=\frac{(1+g)(3+6g+g^2)}3 .
\]

At fixed finite \(g\) and area, both slopes therefore tend to \(n\) as \(F\to0\). At equal small \(F\), correlation shortens life by \(C_n^{1/n}\).

## The approach to the tail

For \(n\ge2\), the first correction for random generation can also be counted. A cell is defective with probability \(p=1-e^{-\tau}\simeq\tau-\tau^2/2\). A path of \(n+1\) cells climbs one column to layer \(j\), steps sideways, and continues upward. If \(j=1\) or \(j=n\) it contains a complete column already counted, so \(n-2\) layers remain. With \(z\) lateral neighbours,

\[
\frac{H}{N_{\rm col}}=p^n+z(n-2)p^{n+1}+\dots
\]

and, after substituting for \(p\),

\[
\beta_{\rm loc}=n+\left[z(n-2)-\frac n2\right]\tau+\dots
\]

Detours raise the slope; depletion of intact cells lowers it.

A \(2\times2\times4\) gate has \(2^{16}=65{,}536\) states, few enough for the master equation \(P'=QP\). Choose \(\Lambda\) as the largest exit rate and set \(W=1+Q/\Lambda\). Then

\[
P(\tau)=e^{Q\tau}P(0)=\sum_{k=0}^{\infty}e^{-\Lambda\tau}\frac{(\Lambda\tau)^k}{k!}W^kP(0).
\]

No term is negative, so small failure probabilities do not arise from cancellation. Here \(z=2\), and the random slope should begin as \(4+2\tau\). At \(F=10^{-9}\), \(\tau\simeq(10^{-9}/4)^{1/4}=0.0040\), giving 4.008, as the numerical solution does.

With \(g=17.46\), the slope is 4.003 at \(F=10^{-12}\), 4.126 at \(10^{-3}\) and 1.981 at 0.632. The corresponding random values are 4.001, 4.014 and 2.330. Both curves pass a maximum before \(10^{-3}\): about 4.17 near \(F=1.5\times10^{-4}\) with correlation, and about 4.06 near \(6\times10^{-5}\) without. On this small gate, correlation raises the slope at one percentile and lowers it at another. Simulated distributions of 4000 devices differed from the master equation by at most 0.013 in \(F\) at the compared points.

## A 12 nm gate

Take a \(12\times12\) nm gate with a 4 nm stack, 1 nm cells, \(k_0=10^{-4}\ {\rm s^{-1}}\) and a temperature of 398 K. Let one defective neighbour lower the generation barrier by 0.10 eV. Since \(k_BT=0.0343\) eV,

\[
1+g=e^{0.10/0.0343}\simeq18.5,\qquad g\simeq17.5 .
\]

The fitted slopes are 3.91 for random and 3.96 for correlated generation. Their ratio is \(1.01\pm0.02\): no change is resolved. The lifetime at 63.2% failure nevertheless drops from 2428 s to 288 s, with sampling errors near 20 s and 3 s, a factor of about 8.4 with an uncertainty near 0.1. In the extreme tail the factor is \(C_4^{1/4}=2540^{1/4}=7.1\).

The leading tail formula is not accurate at 63% failure. There \(H=1\), but at the correlated lifetime \(\tau=0.0288\) it gives

\[
144\times2540\times0.0288^4\simeq0.25 .
\]

Changing the barrier lowering, with all else fixed, gives the following results for 800 devices:

| Lowering (eV) | \(g\) | Slope | Ratio to random |
|---|---:|---:|---:|
| 0.05 | 3.3 | 4.46 | 1.11 ± 0.04 |
| 0.10 | 17.5 | 4.05 | 1.01 ± 0.04 |
| 0.20 | 340 | 2.26 | 0.56 ± 0.03 |
| 0.30 | 6292 | 1.20 | 0.30 ± 0.01 |

Weak correlation raises this slope, and strong correlation lowers it. The strong limit follows from two times: the first defect takes about \(1/N\), while growth from it takes a time of order \(1/g\). For \(g\gg N\),

\[
1-F\simeq e^{-N\tau},\qquad \beta_{\rm loc}\to1 .
\]

Here \(N=576\). At \(g=10^6\) the fitted slope is 1.04, with a sampling error near 0.03. The limits \(F\to0\) and \(g\to\infty\) do not commute: the first taken alone gives \(n\), the second gives 1.

## Why moderate correlation leaves the slope nearly unchanged

Correlation does two things: it speeds up generation and it clusters defects. To separate them, keep the correlated event times but assign the defects to random positions. At 0.10 eV the slope becomes 6.38, against 4.05 with clustering retained and about 4.0 for random generation on the same 800 threshold sets.

A simple estimate gives the direction of the change, though not its size. Suppose scattered defects cause breakdown at a count \(D_*\), and neglect fluctuations of the growth curve \(D(\tau)\). Then

\[
\delta\ln\tau=\frac{\delta\ln D_*}{d\ln D/d\ln\tau}.
\]

Faster-than-linear growth makes the denominator exceed 1, narrows the lifetime distribution and raises the slope. Near \(D_*\approx114\) the denominator is about 2.2 and the Weibull slope of \(D_*\) about 4.7, so the estimate gives about 10, well above 6.38. The neglected fluctuations are not small: the time to reach a given count varies from device to device by about 0.12 in \(\ln\tau\), as much as the spread of \(D_*\) contributes. Restoring the clusters lowers the slope from 6.38 back to 4.05. Conversely, clustered positions with the event times of random generation give a slope near 2.4. The near-cancellation belongs to this gate and this \(g\); it is not a general rule.

Area matters too. If distant regions fail independently, survival of a gate four times larger is the fourth power of the smaller gate's survival. At the correlated median, quarter-area gates predict 0.509 against the measured 0.500. Within this weakest-link regime, larger gates sample smaller hazards per unit area, so the slope at fixed \(F\) tends to its tail value \(n\) as the area grows. The approach need not be steady: as \(F\) fell, the correlated slope of the small gate rose above 4 before returning to it. A \(36\times36\) gate is still on this excursion, with fitted slopes near 4.4 (random) and 4.75 (correlated), each within about 0.2, while a \(6\times6\) gate gives a ratio slightly below 1, with 0.90 and 0.96 from two independent samples and errors of 0.02 to 0.03.

## Comparison with a real stack

A few nanometres of HfO2 on a thin interfacial oxide is a realistic geometry, but the cell size, rate and barrier lowering are round assumptions. Slopes reported for thin real stacks are often much lower, down to the range 1 to 2, and this model does not identify the cause. One candidate is a larger cell: 2 nm cells (two layers) give slopes near 1.8 with and without correlation. Another is sublinear defect generation, which alone would need an exponent \(a\) between about 0.25 and 0.5. If a common time dependence of \(k_0\) makes \(\tau\propto t^a\), both slopes are multiplied by \(a\) and their ratio is unchanged.

Other departures can change the ratio. Grown-in defects at \(10^{19}\ {\rm cm^{-3}}\), or 1% of cells, reduce it to \(0.87\pm0.03\). They also invalidate the tail slope \(n\). Columns already complete at \(t=0\) are rare, affecting a fraction \(144\times0.01^4\approx1.4\times10^{-6}\) of gates. Partly filled columns matter more, since they need fewer than \(n\) new defects. Among initially intact devices the tail slope is 1, because a column with three grown-in defects needs only one more. On the \(2\times2\times4\) gate this limit is approached only below \(F\approx10^{-8}\), and the slopes at \(F=10^{-3}\) fall to about 3.7 (random) and 3.1 (correlated). Conduction through diagonal contacts gives \(1.20\pm0.06\). A tenfold slower interfacial layer gives \(1.09\pm0.09\) from 500 devices, and 1.07 and 1.18, each within about 0.04, from two samples of 1200, so it probably raises the ratio to about 1.1. Multiplicative enhancement gives \(0.99\pm0.06\), which does not differ clearly from 1. Using 0.8 nm cells (five layers) raises both slopes to about 5, within a sampling error near 0.2, but leaves the ratio at \(1.04\pm0.04\). Progressive breakdown, local heating and field redistribution are omitted and have not been sized. The ratio near 1 is therefore a result for the stated model, not a prediction for every HfO2 gate.

## Values computed for the example and the checks

```
gate side 12 nm, stack 4 nm, cell 1 nm, 576 cells
temperature 398 K, kT 0.03430 eV, k0 1.0e-04 1/s
barrier lowering 0.10 eV gives g = 17.462
C_4(g) = (g + 1)*(g**2 + 6*g + 3)/3
C_4 = 2539.7, tail lifetime shortened by factor 7.099
2x2x4 gate, g=0.00: largest CDF gap, simulation to exact 0.0130
2x2x4 gate, g=17.46: largest CDF gap, simulation to exact 0.0076
2x2x4 gate, exact local slopes (random, correlated):
  F=1e-12: 4.001, 4.003
  F=1e-09: 4.008, 4.018
  F=1e-06: 4.035, 4.087
  F=0.001: 4.014, 4.126
  F=0.1: 3.280, 3.154
  F=0.632: 2.330, 1.981
example gate, 1600 paired devices:
  random: slope 3.913, t63 2428.2 s, t1% 822.5 s
    mean defects 114.3, density 1.984e+20 cm^-3, fit misfit 0.0176
  correlated: slope 3.960, t63 288.0 s, t1% 107.8 s
    mean defects 49.6, density 8.614e+19 cm^-3, fit misfit 0.0269
  slope ratio correlated/random 1.012 +- 0.022
sweep of barrier lowering, first 800 devices:
  0.05 eV: g 3.3, slope 4.455, ratio 1.110 +- 0.036, g*tau63 0.25
  0.10 eV: g 17.5, slope 4.047, ratio 1.008 +- 0.036, g*tau63 0.50
  0.20 eV: g 339.8, slope 2.262, ratio 0.563 +- 0.026, g*tau63 1.53
  0.30 eV: g 6291.6, slope 1.200, ratio 0.299 +- 0.010, g*tau63 13.05
limit g=1e6: slope 1.037, mean tau*cells 1.040
accelerated but scattered defects: slope 6.384, t63 421.0 s
area law: survival at median 0.500, from quarter-area gates 0.509
neglected effects (random slope, correlated slope, ratio):
  interfacial layer rate x0.1: 3.129, 3.396, 1.085 +- 0.086
  grown-in 1e+19 cm^-3: 3.753, 3.269, 0.871 +- 0.029
  diagonal contacts conduct: 2.993, 3.582, 1.197 +- 0.056
  multiplicative enhancement: 4.010, 3.959, 0.987 +- 0.061
  cell 0.8 nm, five layers: 5.178, 5.376, 1.038 +- 0.036
```
